\section*{Do Unequal Shiba Peaks Measure Particle and Hole Weights?}

\section{The argument under review}

The manuscript considers a magnetic impurity on a superconductor, probed by a normal metal tip. Two conductance peaks appear inside the gap, at $eV=+\varepsilon_0$ and $eV=-\varepsilon_0$, with different heights $G_+$ and $G_-$. The authors argue as follows. At positive bias an electron enters the Shiba state, at a rate proportional to its electron weight $u^2$ under the tip. At negative bias an electron is extracted, at a rate proportional to the hole weight $v^2$. Hence $G_+/G_-=u^2/v^2$, and equal peaks would mean equal weights.

The two golden-rule rates are correct. The doubtful step is from a rate to a steady current. After one electron has entered, the state is occupied and blocks the next one until something empties it. The argument does not say what does so. I therefore ask what the peak heights measure once the whole cycle is counted.

\section{The state and its weights}

I take a classical impurity spin, a mean-field $s$-wave superconductor with a flat normal density of states $\nu_0$ per spin, and a tip coupled to the impurity orbital alone. Energies are in units of the gap $\Delta$. The spinor $(c_\uparrow,c_\downarrow^\dagger)$ describes both spins, since a spin-down electron is a missing spin-down hole.

Let the impurity shift spin-up electrons by $U-J$ and spin-down electrons by $U+J$. The hole entry has the opposite sign, so the impurity term is $\mathrm{diag}(U-J,-U-J)=U\tau_z-J$. Define $\beta=\pi\nu_0U$ and $\alpha=\pi\nu_0J>0$. With $s=\sqrt{1-\omega^2}$, the local propagator without impurity is
\begin{equation}
\nu_0\int d\xi\,\frac{\omega+\xi\tau_z+\tau_x}{\omega^2-\xi^2-1}
=-\pi\nu_0\,\frac{\omega+\tau_x}{s},
\end{equation}
because the term odd in $\xi$ vanishes and $\int d\xi/(\xi^2+s^2)=\pi/s$. From here on propagators are in units of $\pi\nu_0$. Since $(\omega+\tau_x)(\omega-\tau_x)=-s^2$, the inverse of $-(\omega+\tau_x)/s$ is $(\omega-\tau_x)/s$.

A tip with density of states $\nu_t$ and hopping $t$ adds the self-energy $-i\pi\nu_tt^2$ to both components. In the present units this is $-i\gamma$, with $\gamma=\pi^2\nu_0\nu_tt^2$. Subtracting impurity term and self-energy from the inverse gives
\begin{equation}
G^{-1}=\frac{\omega-\tau_x}{s}-\beta\tau_z+\alpha+i\gamma .
\end{equation}

For $\gamma=0$ the diagonal entries are $a=\omega/s+\alpha-\beta$ and $d=\omega/s+\alpha+\beta$. Using $(\omega^2-1)/s^2=-1$, the determinant is
\begin{equation}
D=ad-\frac1{s^2}=\alpha^2-\beta^2-1+\frac{2\alpha\omega}{s}.
\end{equation}
It vanishes at $\omega/s=(1-\alpha^2+\beta^2)/(2\alpha)$. Solving this together with $s^2=1-\omega^2$ gives
\begin{equation}
\varepsilon_0=\frac{1-\alpha^2+\beta^2}{R},\quad
s_0=\frac{2\alpha}{R},\quad
R=\sqrt{(1-\alpha^2+\beta^2)^2+4\alpha^2}.
\end{equation}

I take $\alpha^2<1+\beta^2$, so that $\varepsilon_0>0$. For stronger exchange the pole lies at negative energy, and $u^2$ and $v^2$ trade places between the two bias polarities.

The electron element of the inverse matrix is $G_{ee}=d/D$. Since $d(\omega/s)/d\omega=1/s+\omega^2/s^3=1/s^3$, the slope of $D$ at the pole is $2\alpha/s_0^3$. There $d=[1+(\alpha+\beta)^2]/(2\alpha)$, and $a$ follows by $\beta\to-\beta$. The residues of $G_{ee}=d/D$ and $G_{hh}=a/D$ are therefore
\begin{equation}
u^2=\frac{s_0^3[1+(\alpha+\beta)^2]}{4\alpha^2},\qquad
v^2=\frac{s_0^3[1+(\alpha-\beta)^2]}{4\alpha^2}.
\end{equation}
At the pole $ad=1/s_0^2$, so the off-diagonal residue is $uv$. These are local weights in units of $\pi\nu_0\Delta$. In these units their values need not add to one. The true probabilities on the orbital add to less than one, because the normalized state extends through the superconductor. Potential scattering $\beta\neq0$ makes them unequal.

\section{Counting the current}

Let $V>0$ mean that tip electron states are filled up to $eV$, and let $I$ be $e>0$ times the net number of electrons leaving the tip per unit time. Tip electrons have occupation $f_e=f(E-eV)$. A tip hole at $E$ is an empty electron state at $-E$, so its occupation is $f_h=1-f(-E-eV)=f(E+eV)$.

Relaxation is represented by a grounded equilibrium bath, with occupation $f_r=f(E)$, coupled uniformly to all electron and hole states of the superconductor. It replaces $\omega$ by $\omega+i\eta$ in the superconductor. A normalized state then decays in amplitude as $e^{-\eta t}$ (with $\hbar=1$) and in probability as $e^{-2\eta t}$, so its loss rate is $\Gamma_r=2\eta$.

Let $A$ be the probability that an incoming electron returns as a hole, and $P_e$, $P_h$ the probabilities that an incoming electron or hole is lost to the bath. The propagator above is a symmetric matrix, so $A$ also describes hole-to-electron conversion. The particle flows out of the electron and hole reservoirs of the tip are
\begin{align}
J_e&=\frac1h\int dE\,[A(f_e-f_h)+P_e(f_e-f_r)],\\
J_h&=\frac1h\int dE\,[A(f_h-f_e)+P_h(f_h-f_r)].
\end{align}
Holes carry the opposite charge, hence $I=e(J_e-J_h)$:
\begin{equation}
I=\frac eh\int dE\,[2A(f_e-f_h)+P_e(f_e-f_r)-P_h(f_h-f_r)].
\label{current}
\end{equation}
At zero temperature $\partial f_e/\partial(eV)=\delta(E-eV)$ and $\partial f_h/\partial(eV)=-\delta(E+eV)$. If the scattering itself does not depend on voltage,
\begin{equation}
\frac{dI}{dV}=\frac{e^2}{h}\,[2A(eV)+2A(-eV)+P_e(eV)+P_h(-eV)].
\label{didv}
\end{equation}
The Andreev part is even in $V$. Only the loss terms can distinguish the two polarities.

\section{The symmetry does not need a simple model}

One may suspect that this evenness comes from the single orbital or from the real Hamiltonian. It does not. Take $N$ tip modes, spins included, and a complex Bogoliubov--de Gennes Hamiltonian. Let $T_{he}(E)$ be the sum of $|S_{he}|^2$ over all modes, and similarly for the other blocks of the scattering matrix $S$.

Listing both spins as electrons and again as holes counts every process twice. The current carried by particles arriving from the tip is therefore
\begin{equation}
\frac{e}{2h}\int dE\,\{[N-T_{ee}+T_{he}]f_e-[N-T_{hh}+T_{eh}]f_h\}.
\end{equation}
Particle-hole symmetry gives $T_{hh}(E)=T_{ee}(-E)$ and $T_{eh}(E)=T_{he}(-E)$, while $f_h(E)=1-f_e(-E)$. After $E\to-E$ the second term equals the first up to a constant independent of voltage. Particles arriving from the bath also add no voltage dependence. Thus, at zero temperature,
\begin{equation}
\frac{dI}{dV}=\frac{e^2}{h}\,[N-T_{ee}+T_{he}]_{E=eV}.
\end{equation}

Now let there be no bath and let $|eV|<\Delta$ with a hard gap. Every particle returns to the tip and $S$ is unitary. Normalization of its columns and of its rows reads
\begin{equation}
N=T_{ee}+T_{he},\qquad N=T_{ee}+T_{eh}.
\end{equation}
The first relation gives $dI/dV=(2e^2/h)\,T_{he}(eV)$. The two together give $T_{he}(E)=T_{eh}(E)$, and particle-hole symmetry turns the right side into $T_{he}(-E)$. Hence
\begin{equation}
\frac{dI}{dV}(V)=\frac{dI}{dV}(-V).
\end{equation}
No assumption about weak coupling, resonance or equal weights was made, but $S$ was again taken to be independent of voltage. Particle-hole symmetry alone relates electron conversion at $E$ to hole conversion at $-E$. Unitarity supplies the missing relation at the same energy.

At finite temperature the conductance is convolved with the even kernel $-\partial f/\partial E$, which preserves the symmetry as long as the kernel does not reach the continuum. Outside the gap quasiparticles escape into the superconductor, and this proof no longer applies. That does not imply that the conductance there must be asymmetric.

For a random complex Hamiltonian with several tip modes, the largest difference between the conductances at $\pm V$ was $4.4\times10^{-16}\,e^2/h$ without loss, which is rounding error, and $0.017\,e^2/h$ with loss.

\section{Peak heights with relaxation}

Near the pole and for $\gamma\ll1$, keep only the resonant part of the propagator. With $\chi=(u,v)^T$, the propagator without the tip is $G_0=\chi\chi^T/(E-\varepsilon_0+i\eta)$. Inserting it in $G=G_0-i\gamma G_0G$ gives
\begin{equation}
G=\frac{\chi\chi^T}{E-\varepsilon_0+i\Gamma/2},\qquad
\Gamma=\Gamma_e+\Gamma_h+\Gamma_r,
\end{equation}
with $\Gamma_e=2\gamma u^2$ and $\Gamma_h=2\gamma v^2$.

The scattering matrix of the tip is $1-2\pi i\nu_tT$, where the $T$-matrix is $t^2$ times the local propagator. In the present units $S=1-2i\gamma G$; the opposite sign of the hole hopping changes only the sign of the off-diagonal elements. Write $x=E-\varepsilon_0$ and $L=x^2+\Gamma^2/4$. Then
\begin{align}
A&=4\gamma^2|G_{eh}|^2=\frac{\Gamma_e\Gamma_h}{L},\\
|S_{ee}|^2&=\left|\frac{x+i(\Gamma/2-\Gamma_e)}{x+i\Gamma/2}\right|^2
=1-\frac{\Gamma_e(\Gamma-\Gamma_e)}{L},\\
P_e&=1-|S_{ee}|^2-A
=\frac{\Gamma_e(\Gamma_h+\Gamma_r)-\Gamma_e\Gamma_h}{L}
=\frac{\Gamma_e\Gamma_r}{L}.
\end{align}
Exchanging $e$ and $h$ gives $P_h=\Gamma_h\Gamma_r/L$.

At $eV=\varepsilon_0$ the terms of Eq.~(\ref{didv}) evaluated at $E=eV$ are resonant. At $eV=-\varepsilon_0$ it is those at $E=-eV$. Dropping the non-resonant terms and setting $L=\Gamma^2/4$,
\begin{equation}
G_+=\frac{e^2}{h}\frac{4\Gamma_e(2\Gamma_h+\Gamma_r)}{\Gamma^2},\qquad
G_-=\frac{e^2}{h}\frac{4\Gamma_h(2\Gamma_e+\Gamma_r)}{\Gamma^2}.
\label{heights}
\end{equation}
The quantity the manuscript identifies with $u^2/v^2$ is therefore
\begin{equation}
\frac{G_+}{G_-}=\frac{u^2}{v^2}\,
\frac{2\Gamma_h+\Gamma_r}{2\Gamma_e+\Gamma_r}.
\label{ratio}
\end{equation}

For $\Gamma_r\gg\Gamma_e,\Gamma_h$ the last factor is one and the authors' reading is recovered. The heights are then $4\Gamma_e/\Gamma_r$ and $4\Gamma_h/\Gamma_r$ in units of $e^2/h$. For $\Gamma_r=0$ the factor is $v^2/u^2$, the ratio is one, and
\begin{equation}
G_+=G_-=\frac{2e^2}{h}\,\frac{4u^2v^2}{(u^2+v^2)^2}.
\label{lossless}
\end{equation}
This height does not depend on $\gamma$ in the resonant approximation. It is unchanged when $u^2$ and $v^2$ are exchanged, so even a perfectly resolved lossless peak cannot say which weight is larger.

Between the limits, take $u^2>v^2$. The factor in Eq.~(\ref{ratio}) is below one, while $G_+-G_-=(e^2/h)\,4\Gamma_r(\Gamma_e-\Gamma_h)/\Gamma^2$ is positive for $\Gamma_r>0$. Within this model the higher peak thus belongs to the larger weight, but the height ratio understates the weight ratio.

\section{What empties the state}

The same result follows from a rate count for a bias well past the resonance, with $\Gamma\ll\varepsilon_0$ and zero temperature. At positive bias the electron reservoir of the tip is full at $\varepsilon_0$, while its hole reservoir and the bath are empty. The mean occupation $p$ obeys
\begin{equation}
\Gamma_e(1-p)=(\Gamma_h+\Gamma_r)p,\qquad p=\frac{\Gamma_e}{\Gamma}.
\end{equation}
Filling the state takes one electron from the tip. Emptying it into the hole reservoir takes a second one, since a hole entering the tip is an electron leaving it. Emptying it into the bath takes none. Restoring $\hbar$,
\begin{equation}
I_+=\frac e\hbar\,[\Gamma_e(1-p)+\Gamma_hp]
=\frac e\hbar\,\frac{\Gamma_e(2\Gamma_h+\Gamma_r)}{\Gamma}.
\end{equation}
Integrating the resonant terms of Eq.~(\ref{current}) with $\int dE/L=2\pi/\Gamma$ gives the same current.

At negative bias the hole reservoir fills the state and the electron reservoir empties it. Without the bath, both polarities use the same two steps in opposite order. The time per cycle is $\hbar(1/\Gamma_e+1/\Gamma_h)$ either way, and two charges pass. The golden-rule argument keeps the first step alone. That is justified when $\Gamma_r\gg\Gamma_e,\Gamma_h$, that is, when the bath empties the state much faster than the tip fills or empties it. A small $p$ alone is not enough: for $\Gamma_r=0$ and $\Gamma_h\gg\Gamma_e$ it is small, yet $I_+=2e\Gamma_e/\hbar$, twice the golden-rule value.

The reservoir formula, Eq.~(\ref{current}), was tested separately on the time evolution of a system with explicit finite reservoirs, at $\gamma=0.1$ and $|eV|=0.72\,\Delta$. There $\Gamma$ is not small compared with $\varepsilon_0$, so this does not test the rate count itself. Without a bath the currents at $+V$ and $-V$ were $0.0807$ and $-0.0806$ in units of $e\Delta/\hbar$. With a bath of equal coupling attached to the impurity orbital they became $0.0939$ and $-0.0628$. The reservoir formula, evaluated with the full propagator, agrees with all four to about 1\%. Adding the loss channel is what separates the magnitudes.

\section{A numerical case}

Take round model parameters $\alpha=0.8$, $\beta=0.6$ and $\Delta=1$ meV. Then $1-\alpha^2+\beta^2=0.72$ and $R=\sqrt{0.72^2+4(0.64)}=1.755$, so $\varepsilon_0=0.410\,\Delta$. The weights are $u^2=0.877$ and $v^2=0.308$, with the ratio
\begin{equation}
\frac{u^2}{v^2}=\frac{1+1.4^2}{1+0.2^2}=\frac{2.96}{1.04}=2.846 .
\end{equation}
Diagonalizing a discretized superconductor gives the energy and both weights to within 0.1\%.

Let $\eta=10^{-4}\Delta$. Then $\Gamma_r=2\times10^{-4}\Delta$, a relaxation time of 3.3 ns. At $\gamma=10^{-4}$ the rates are $\Gamma_e=1.754$, $\Gamma_h=0.616$ and $\Gamma_r=2.000$, all in $10^{-4}\Delta$, with sum $4.370$. Equation~(\ref{heights}) gives, in units of $e^2/h$,
\begin{align}
G_+&=\frac{4(1.754)(1.232+2.000)}{4.370^2}=1.187,\\
G_-&=\frac{4(0.616)(3.507+2.000)}{4.370^2}=0.711 .
\end{align}
Their ratio is 1.67. Reading it as $u^2/v^2$ underestimates the true value by 41\%.

Changing the tip coupling changes the ratio, although the state is the same. These heights come from the full propagator:
\begin{center}
\begin{tabular}{ccccc}
$\gamma$ & $(\Gamma_e+\Gamma_h)/\Gamma_r$ & $G_+$ & $G_-$ & $G_+/G_-$\\
$10^{-6}$ & 0.012 & 0.0345 & 0.0122 & 2.81\\
$10^{-5}$ & 0.118 & 0.298 & 0.116 & 2.57\\
$10^{-4}$ & 1.18 & 1.187 & 0.711 & 1.67\\
$10^{-3}$ & 11.8 & 1.521 & 1.384 & 1.10\\
$10^{-2}$ & 118 & 1.539 & 1.523 & 1.01
\end{tabular}
\end{center}
When the tip rates far exceed $\Gamma_r$ but $\gamma\ll1$ still holds, both heights are close to the lossless value of Eq.~(\ref{lossless}), $1.539\,e^2/h$ or $59.6\,\mu$S. The nearly equal peaks in the last row belong to a state whose weights differ by almost a factor of three.

\section{Thermal broadening}

The authors may object that their peaks are broadened by temperature, far below the resonant height, and proportional to the tunnel coupling. Does this place them in the single-particle regime?

For $\Gamma\ll kT$, with $kT$ also much smaller than $\varepsilon_0$ and $\Delta-\varepsilon_0$, the resonance acts as a narrow line of area $2\pi/\Gamma$ under a kernel of maximum $1/(4kT)$. Therefore
\begin{equation}
G_+^{\rm th}=\frac{e^2}{h}\,\frac{\pi}{2kT}\,
\frac{\Gamma_e(2\Gamma_h+\Gamma_r)}{\Gamma},
\label{thermal}
\end{equation}
and $G_-^{\rm th}$ follows by exchanging $e$ and $h$. The ratio is again Eq.~(\ref{ratio}). With fixed $\Gamma_r$, warming lowers the peaks but does not turn their ratio into the weight ratio.

The limits of Eq.~(\ref{thermal}), in units of $e^2/h$, are
\begin{equation}
G_+^{\rm th}\to\frac{\pi\gamma u^2}{kT}\quad(\Gamma_r\gg\Gamma_e,\Gamma_h),
\qquad
G_+^{\rm th}=\frac{2\pi\gamma}{kT}\,\frac{u^2v^2}{u^2+v^2}\quad(\Gamma_r=0).
\end{equation}
Both are linear in $\gamma$. In the lossless case the rate per cycle is linear in $\gamma$ because both of its steps are. Linear scaling therefore does not prove single-particle tunnelling.

At $kT=0.02\,\Delta$, or 0.23 K, the lossless height at $\gamma=10^{-4}$ is $7.14\times10^{-3}\,e^2/h$ at both polarities, and doubling $\gamma$ raises it to $1.42\times10^{-2}\,e^2/h$. With $\eta=10^{-4}\Delta$ the heights at $\gamma=10^{-4}$ become $1.01\times10^{-2}$ and $6.06\times10^{-3}\,e^2/h$. Here relaxation raises one peak and lowers the other. In Eq.~(\ref{thermal}) it moves the factor $(2\Gamma_h+\Gamma_r)/\Gamma$ up from 0.52 towards one, and its partner $(2\Gamma_e+\Gamma_r)/\Gamma$ down from 1.48 towards one.

\section{What the data could establish}

The useful measurement is the height ratio as the tip is retracted. Expanding Eq.~(\ref{ratio}) to first order in $\gamma$ at fixed $\Gamma_r$,
\begin{equation}
\frac{G_+}{G_-}\simeq\frac{u^2}{v^2}
\left[1-\frac{2(\Gamma_e-\Gamma_h)}{\Gamma_r}\right].
\end{equation}
The approach to the weight ratio is linear in $\gamma$, so it can be extrapolated. The thermally broadened ratios are 2.8143 at $\gamma=10^{-6}$ and 2.7836 at $2\times10^{-6}$. A straight line through them reaches $2(2.8143)-2.7836=2.845$ at $\gamma=0$, against the true 2.846.

A plateau at a value different from one, reached by retracting the tip, would support the authors' reading. If the ratio is still changing at the weakest usable coupling, it gives a lower bound on the asymmetry of the weights. If it stays at one throughout, the ratio alone cannot separate equal weights from relaxation too slow to matter. The absolute height can, if the peak is resolved ($\Gamma\gg kT$) and the tip rates far exceed $\Gamma_r$: by Eq.~(\ref{lossless}) it reaches $2e^2/h$ only for equal weights, and otherwise fixes how unequal they are, though not which is larger.

These conclusions assume one isolated state, a normal tip whose density of states is flat and the same for both spins, and a $\Gamma_r$ that is the same at both polarities. A tip density of states that varies with energy moves with the bias and makes the scattering depend on voltage. With the parameters above, no loss and $kT=0.02\,\Delta$, a relative slope of $0.2/\Delta$ gives a ratio of about 0.83 that hardly changes with $\gamma$, while a slope of $10^{-3}/\Delta$ shifts the ratio from one by only 0.1\%. A tip spin polarization $P$ along the impurity axis multiplies the weak-coupling plateau by $(1+P)/(1-P)$ and can even reverse the order of the peaks. A relaxation rate that changes with bias can alter the ratio by itself, although thermally broadened heights no longer depend on $\Gamma_r$ in the window $\Gamma_e,\Gamma_h\ll\Gamma_r\ll kT$ (at $\Gamma_r=0.1\,kT$ they are already about 3\% below that limit). The ratio can also be altered by a tip voltage that shifts the impurity level, even without loss, because the scattering matrices at $+V$ and $-V$ would then belong to different Hamiltonians. If the weights are unequal and $\Gamma_r$ is comparable with the tip rates, a temperature-dependent $\Gamma_r$ also makes the ratio depend on temperature through Eq.~(\ref{ratio}). A quantum impurity spin and a superconducting tip lie outside this analysis.

I recommend that the claimed weight ratio be withdrawn unless the coupling dependence is shown. The present peaks, taken at one tip height, establish within this model that a loss channel is active and which weight is larger. The values used here are listed in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Exchange alpha = 0.80, potential beta = 0.60 (no unit)
Gap Delta = 1.00 meV
Shiba energy, formula = 0.41036 Delta
Shiba energy, diagonalization = 0.41059 Delta
Shiba energy = 0.4104 meV
Weights u2, v2, formula = 0.87685, 0.30808 pi*nu0*Delta
Weights, diagonalization = 0.87636, 0.30805 pi*nu0*Delta
True weight ratio u2/v2 = 2.8462
Bath coupling eta = 1.0e-04 Delta, Gr = 2.0e-04 Delta
Relaxation time hbar/Gr = 3.291 ns
Coupling where Ge+Gh = Gr: gamma = 8.439e-05
Cold peaks with relaxation (heights in e^2/h):
 gamma=1e-06 (Ge+Gh)/Gr=0.0118 G+=0.03447 G-=0.01225 ratio=2.8143
 gamma=1e-05 (Ge+Gh)/Gr=0.1185 G+=0.29764 G-=0.11578 ratio=2.5707
 gamma=1e-04 (Ge+Gh)/Gr=1.1849 G+=1.18739 G-=0.71083 ratio=1.6704
 gamma=1e-03 (Ge+Gh)/Gr=11.8493 G+=1.52138 G-=1.38359 ratio=1.0996
 gamma=1e-02 (Ge+Gh)/Gr=118.4929 G+=1.53856 G-=1.52263 ratio=1.0105
Cold peaks without relaxation (heights in e^2/h):
 gamma=1e-04 G+=1.53920 G-=1.53920
 gamma=1e-02 G+=1.53965 G-=1.53965
Lossless resonant formula = 1.53920 e^2/h
Lossless resonant formula = 59.629 microsiemens
Thermal energy kT = 0.020 Delta, T = 0.2321 K
Thermally broadened peaks (heights in e^2/h):
 gamma=1e-04 eta=0e+00 Delta G+=7.1393e-03 G-=7.1393e-03 ratio=1.0000
 gamma=2e-04 eta=0e+00 Delta G+=1.4233e-02 G-=1.4233e-02 ratio=1.0000
 gamma=1e-04 eta=1e-04 Delta G+=1.0128e-02 G-=6.0632e-03 ratio=1.6704
 gamma=1e-06 eta=1e-04 Delta G+=1.3659e-04 G-=4.8533e-05 ratio=2.8143
 gamma=2e-06 eta=1e-04 Delta G+=2.7165e-04 G-=9.7593e-05 ratio=2.7836
Real-time test: tip gamma = 0.10, |eV| = 0.72 Delta
Currents at +V, -V (unit e*Delta/hbar):
 bath gamma=0.0 evolved=0.08065, -0.08064 formula=0.07993, -0.07993
 bath gamma=0.1 evolved=0.09393, -0.06281 formula=0.09295, -0.06209
Random multichannel, no loss: max |G(V)-G(-V)| = 4.4e-16 e^2/h
Random multichannel, with loss: max |G(V)-G(-V)| = 0.0169 e^2/h
\end{verbatim}
